\section*{The shadow cone of a surface atom and its edge singularity}

\section{Theorem}

A parallel, uniform beam of ions with nuclear charge number $Z_1$ and laboratory kinetic energy $E$ travels along a row of atoms with nuclear charge number $Z_2$ and spacing $d$. Let $e^2$ denote the squared elementary charge divided by $4\pi\varepsilon_0$, and define
\begin{equation}
K=Z_1Z_2e^2,\qquad C=\frac{Kd}{E}.
\end{equation}
Assume that

(a) the ions move classically, and the surface atom repels them by the unscreened Coulomb force;

(b) both atoms sit on the row, and the next atom does not act on the ion before the ion reaches its plane;

(c) the impact parameter $b$ satisfies $K/E\ll b\ll d$, so that deflections are small and the scattering is complete well before the next atom.

Then, to leading order, no ion with such an impact parameter crosses the plane of the next atom closer to the row than
\begin{equation}
R_c=2\sqrt C=2\sqrt{\frac{Z_1Z_2e^2d}{E}} .
\label{rc}
\end{equation}
For $R>R_c$ the flux, relative to the incident flux, is
\begin{equation}
f(R)=\frac{1-R_c^2/(2R^2)}{\sqrt{1-R_c^2/R^2}},
\label{flux}
\end{equation}
and just outside the edge
\begin{equation}
f(R)\simeq\frac12\sqrt{\frac{R_c}{2(R-R_c)}} .
\label{edge}
\end{equation}

The impact parameter that leads to the edge is $b_0=\sqrt C$. Its deflection angle is $K/(Eb_0)=C/(db_0)=b_0/d$, so both inequalities in (c) reduce at the edge to $b_0\ll d$.

\section{Lemma 1: displacement of the ion}

Put the surface atom at the origin and the beam along $+z$. In the plane $z=d$ an ion with impact parameter $b$ has the distance
\begin{equation}
R(b)=b+\frac Cb
\label{map}
\end{equation}
from the row.

\emph{Proof.} To first order in $K/E$ the force may be evaluated on the undeflected path, $z=vt$ at height $b$. Let $y$ be the transverse height and $M$ the ion mass. The transverse force is the Coulomb force $K/(b^2+z^2)$ times the direction cosine $b/\sqrt{b^2+z^2}$. Since $d^2/dt^2=v^2d^2/dz^2$ and $Mv^2=2E$,
\begin{equation}
\frac{d^2y}{dz^2}=\frac{K}{2E}\frac{b}{(b^2+z^2)^{3/2}} .
\end{equation}
An antiderivative of the last fraction is $z/(b\sqrt{z^2+b^2})$, which tends to $-1/b$ as $z\to-\infty$. The incident slope is zero, hence
\begin{equation}
\frac{dy}{dz}=\frac{K}{2Eb}\left[1+\frac{z}{\sqrt{z^2+b^2}}\right].
\end{equation}
For $z\to+\infty$ this gives the small-angle formula $\theta=K/(Eb)$. A second integration, with $y\to b$ at $z\to-\infty$, gives
\begin{equation}
y(z)=b+\frac{K}{2Eb}\left[z+\sqrt{z^2+b^2}\right].
\label{traj}
\end{equation}
The bracket equals $b^2/(\sqrt{z^2+b^2}-z)$ and does vanish at $z\to-\infty$. At $z=d$, with $\sqrt{d^2+b^2}\simeq d+b^2/(2d)$,
\begin{equation}
y(d)\simeq b+\frac{Kd}{Eb}\left[1+\frac{b^2}{4d^2}\right],
\label{finite}
\end{equation}
which is (\ref{map}) for $b\ll d$. $\square$

\emph{Remark on recoil.} The target moves by a distance of first order in $K/E$, multiplied along the beam by a logarithm of the starting distance, because the Coulomb force has a long range; the starting distance is taken as finite here. This changes the force, itself of first order, at second order, so the target mass is absent from (\ref{map}). The energy $E$ is therefore the laboratory energy. Condition (c) leaves out nearly head-on collisions, after which an ion heavier than the target can continue forward close to the row.

\emph{Remark on the next atom.} At $z=0$, equation (\ref{traj}) gives a displacement $K/(2E)$, whatever $b$ is. Applied to the next atom, with $R$ in place of $b$, this is the outward shift that its own repulsion has produced when the ion reaches its plane. It is compared with $R_c$ below.

\section{Lemma 2: the empty disc and its two branches}

The map (\ref{map}) has the minimum $R_c=2\sqrt C$ at $b_0=\sqrt C$. Each $R>R_c$ is reached from two impact parameters,
\begin{equation}
b_\pm=\frac{R\pm\sqrt{R^2-R_c^2}}{2}.
\label{branches}
\end{equation}

\emph{Proof.} Completing the square,
\begin{equation}
R^2=b^2+2C+\frac{C^2}{b^2}=\left(b-\frac Cb\right)^2+4C\ \ge\ 4C,
\end{equation}
with equality at $b^2=C$. Multiplying (\ref{map}) by $b$ gives $b^2-Rb+C=0$, whose roots are (\ref{branches}) because $4C=R_c^2$. $\square$

Distant ions are deflected too little to move far from their original height; close ions are deflected so strongly that they overshoot. Between the two, $R$ is stationary, and a band of neighbouring impact parameters arrives at nearly the same radius. The flux at the edge comes from this band.

\section{Proof of the theorem}

Equation (\ref{rc}) is Lemma 2. For the flux, the ions in the incident ring of area $2\pi b\,db$ arrive in the ring of area $2\pi R\,dR$. Ion number is conserved and both branches contribute:
\begin{equation}
f(R)=\frac1R\left(b_+\left|\frac{db_+}{dR}\right|+b_-\left|\frac{db_-}{dR}\right|\right).
\end{equation}
The outer root $b_+$ increases with $R$. Because $b_+b_-=C$, the inner root decreases, and its absolute value brings a minus sign:
\begin{equation}
f=\frac1{2R}\frac{d}{dR}\left(b_+^2-b_-^2\right).
\end{equation}
From (\ref{branches}), $b_++b_-=R$ and $b_+-b_-=\sqrt{R^2-R_c^2}$, so
\begin{equation}
b_+^2-b_-^2=R\sqrt{R^2-R_c^2}.
\label{area}
\end{equation}
Differentiation gives
\begin{align}
f&=\frac1{2R}\left[\sqrt{R^2-R_c^2}+\frac{R^2}{\sqrt{R^2-R_c^2}}\right]\nonumber\\
&=\frac{2R^2-R_c^2}{2R\sqrt{R^2-R_c^2}},
\end{align}
and division of numerator and denominator by $2R^2$ yields (\ref{flux}). Near the edge the numerator of (\ref{flux}) tends to $1/2$, while
\begin{equation}
1-\frac{R_c^2}{R^2}=\frac{(R-R_c)(R+R_c)}{R^2}\simeq\frac{2(R-R_c)}{R_c},
\end{equation}
which gives (\ref{edge}). $\square$

\emph{Far from the edge.} With $s=\sqrt{1-R_c^2/R^2}$, equation (\ref{flux}) reads $f=(s+1/s)/2$, so $f-1=(1-s)^2/(2s)\ge0$. For $R\gg R_c$, $1-s\simeq R_c^2/(2R^2)$ and $f-1\simeq R_c^4/(8R^4)$. This tail belongs to the leading-order map. The finite-distance term in (\ref{finite}) lowers the flux by about $R_c^2/(8d^2)$, which outweighs the tail beyond $R\simeq\sqrt{R_cd}$; there the Coulomb flux lies very slightly below one. The excess is concentrated near the edge: $f$ is 3.63 at $1.01R_c$, 1.41 at $1.1R_c$ and 1.01 at $2R_c$. The edge law gives 3.54 at the first of these radii but 1.12 at the second; it is already 12\% low at $1.05R_c$.

\section{Corollary: any smooth minimum has this edge}

Suppose that another repulsive force gives a smooth map with minimum $R_0$ at $b=b_0$ and curvature $R''>0$. Near the minimum $R-R_0\simeq R''(b-b_0)^2/2$, hence $|dR/db|\simeq\sqrt{2R''(R-R_0)}$ on either branch. The two equal contributions $b_0/(R_0|dR/db|)$ add to
\begin{equation}
f\simeq\frac{2b_0}{R_0}\frac1{\sqrt{2R''(R-R_0)}} .
\label{fold}
\end{equation}
For the Coulomb map $2b_0/R_c=1$ and $R''=2C/b_0^3=2/b_0=4/R_c$, which restores (\ref{edge}). A change of force law can thus move the edge and alter the coefficient, while the power $-1/2$ remains as long as the minimum is smooth with $R''>0$.

The singularity is integrable. In the Coulomb case (\ref{area}) gives the incident area collected between $R_c$ and $R_c(1+\epsilon)$:
\begin{equation}
\pi R_c^2(1+\epsilon)\sqrt{2\epsilon+\epsilon^2}\simeq\pi R_c^2\sqrt{2\epsilon}.
\end{equation}

\section{Remark: where the shadowed ions go}

The excess between $R_c$ and $R$ is, by (\ref{area}),
\begin{equation}
\int_{R_c}^{R}(f-1)\,2\pi R'dR'=\pi R\sqrt{R^2-R_c^2}-\pi(R^2-R_c^2).
\end{equation}
For large $R$ the first term tends to $\pi R^2-\pi R_c^2/2$, so the excess tends to $\pi R_c^2/2$, half of the area emptied by the shadow. The other half has moved outward through every circle with $R_c\ll R\ll d$: for $b_0\ll b\ll d$, $R^2\simeq b^2+2C$, so each such circle of the beam expands by the area $2\pi C=\pi R_c^2/2$. This is a property of the long-range Coulomb force. With a screened force that falls off exponentially, the expansion dies out in the same way, and in the small-angle map the flux balance closes up to the area of order $\pi C^2/R^2$ of the close ions that land beyond $R$. Real trajectories leave a small floor, because backscattered ions never reach the plane; in the example below it is about $5\times10^{-6}$ of the cone area.

\section{Proposition: thermal motion}

Let both atoms have independent Gaussian displacements with rms value $u$ along each transverse axis. The probability of a close encounter with the second atom, relative to an unshadowed atom, is
\begin{equation}
P=x\,e^{-x}K_1(x),\qquad x=\frac{C}{\sigma^2},\quad \sigma^2=2u^2,
\label{P}
\end{equation}
where $K_1$, with its subscript, is the modified Bessel function.

\emph{Proof.} The beam is uniform, so distances may be measured from the displaced first atom. The second atom then has a Gaussian distribution with variance $u^2+u^2=\sigma^2$ per axis, and $P$ is the flux averaged over it. Since $fR\,dR$ summed over branches is $b\,db$,
\begin{equation}
P=\int_0^\infty\frac{b\,db}{\sigma^2}\exp\left[-\frac{b^2+2C+C^2/b^2}{2\sigma^2}\right].
\end{equation}
With $t=b^2/C$, $b\,db=C\,dt/2$ and
\begin{equation}
P=\frac x2e^{-x}\int_0^\infty\exp\left[-\frac x2\left(t+\frac1t\right)\right]dt .
\end{equation}
The integral is $2K_1(x)$, as the substitution $t=e^s$ shows: it becomes $2\int_0^\infty\cosh s\,e^{-x\cosh s}ds$. $\square$

For small $x$, $K_1\simeq1/x$ and $P\simeq1-x$: the shadow is weak. For large $x$, $K_1\simeq\sqrt{\pi/(2x)}\,e^{-x}$ and
\begin{equation}
P\simeq\sqrt{\frac{\pi x}{2}}\,e^{-R_c^2/(2\sigma^2)} .
\end{equation}
The exponential is the chance that the second atom lies outside the cone; the square root is the enhancement by the focused flux at the edge.

\section{Example: 1 MeV helium along $\langle100\rangle$ silicon}

Take $d=0.543$ nm as the model spacing; the repeat distance along $\langle100\rangle$ is the lattice constant, about 0.54 nm. With $K=2\times14\times1.43996=40.32$ eV nm,
\begin{align}
C&=\frac{40.32\times0.543}{10^6}=2.19\times10^{-5}\ \mathrm{nm^2},\\
b_0&=\sqrt C=0.00468\ \mathrm{nm},\\
R_c&=2b_0=0.00936\ \mathrm{nm}=0.0936\ \text{\AA}.
\end{align}
The deflection at the edge is $b_0/d=8.6$ mrad, which satisfies (c).

Numerical two-body trajectories with recoil, started $100d$ before the surface atom, test the leading order. At $b_0$ the displacement differs from $C/b_0$ by a fraction $7\times10^{-5}$ for a fixed target, $2\times10^{-6}$ for silicon and $-4.5\times10^{-4}$ for equal masses. The sign changes between the extremes and silicon lies near the crossing. Its very small deviation also depends on the starting distance, through the logarithm in the remark on recoil, and becomes $-1\times10^{-5}$ for a start at $1000d$. It is therefore no measure of accuracy in general. At $b=0.0655$ nm the finite-distance correction is 0.00355, against 0.00364 from (\ref{finite}). Equal areas of the beam carried along such trajectories give a mean flux of 2.112 between $1.02R_c$ and $1.05R_c$, in agreement with (\ref{flux}). The area collected up to $\epsilon=10^{-3}$ is 1.0012 times the edge law, as the factor $(1+\epsilon)\sqrt{1+\epsilon/2}$ requires.

\subsection{Screening}

In the Moli\`ere potential the Coulomb energy $K/r$ is multiplied by $\sum_i\alpha_ie^{-\beta_ir/a}$, with $\alpha_i=(0.35,0.55,0.10)$ and $\beta_i=(0.3,1.2,6)$. The Thomas--Fermi length of silicon is $a=0.0194$ nm. The small angle is $\theta=-(2E)^{-1}(d/db)\int V\,dz$. Using $\int e^{-\mu r}r^{-1}dz=2K_0(\mu b)$ and $K_0'=-K_1$, one finds $\theta=(K/Eb)\,g(b)$ with
\begin{equation}
g(b)=\sum_i\alpha_i\frac{\beta_ib}{a}K_1\!\left(\frac{\beta_ib}{a}\right).
\end{equation}
Here $g(b_0)=0.897$. The minimum of $b+Cg(b)/b$ is 0.00888 nm, 5\% below $R_c$. It depends somewhat on the chosen screening length: Firsov's length for the pair, 0.0157 nm, gives 0.00875 nm. Screening by the Hartree--Fock electron density of a free silicon atom gives 0.00885 nm, so the third digit depends on the screening model. The coefficient of $[(R-R_0)/R_0]^{-1/2}$ rises from 0.354 to 0.385, and the computed exponent is $-0.4995$, in accord with (\ref{fold}). Inside a radius of 0.5 nm the missing flux, in units of the cone area, is 0.500 for the Coulomb map and 0.0003 for the screened one. The first value is a property of the map (\ref{map}) alone: this radius is close to $d$, where (c) fails, and full Coulomb trajectories give about 0.59.

\subsection{Vibration at 300 K}

A Debye spectrum with a rough Debye temperature of 540 K gives $u=0.0076$ nm, hence $\sigma=0.0108$ nm, or $1.15R_c$. With $x=0.189$, equation (\ref{P}) gives $P=0.794$: the second atom loses 21\% of its close encounters, where the static model removes all of them. This figure follows the chosen Debye temperature: 500 K gives a loss of 18\% and 645 K one of 28\%. Screening raises $P$ to 0.845 and so reduces the loss to 16\% (15\% with Firsov's length or with the Hartree--Fock density of the free atom), a larger relative change than that of the radius. The reason appears at first order in $C$. There $R^2\simeq b^2+2Cg(b)$ and $1-P\simeq x\langle g\rangle$, where the average has the weight $b\,e^{-b^2/2\sigma^2}$. To this order the loss is reduced by the full factor $\langle g\rangle=0.72$, close to the actual ratio of the two losses, 0.75, while the radius shifts by about $C[g(b_0)-1]/b_0$, which is only the fraction $[g(b_0)-1]/2$ of $R_c$. In addition, the weight peaks at $b=\sigma$, beyond $b_0$, where $g$ is smaller.

\subsection{Diffraction}

For a fixed atom write the wave as $e^{ikz}F(\xi)$ with $\xi=k(r-z)\simeq kR^2/(2d)$ and $\eta=K/(\hbar v)=Kk/(2E)$. The Schr\"odinger equation is $\nabla^2F+2ik\,\partial_zF-(2\eta k/r)F=0$. Inserting $|\nabla\xi|^2=2k\xi/r$, $\nabla^2\xi=2k/r$ and $\partial_z\xi=-\xi/r$ gives
\begin{equation}
\xi F''+(1-i\xi)F'-\eta F=0 .
\end{equation}
The regular solution is ${}_1F_1(-i\eta;1;i\xi)$. Its squared modulus tends to $(e^{2\pi\eta}-1)/(2\pi\eta)$ at large $\xi$, and division by this value sets the incident density to one. For $\eta=8.82$ the density is 1.11 at $R_c$ and has its highest value, 2.49, at 0.0101 nm, about 0.0007 nm outside the classical edge. The infinite flux is thus replaced by a finite peak. The thermal average of this density is again 0.794.

\subsection{The model and a real crystal}

Megaelectronvolt helium can be used for backscattering and channelling analysis of silicon. Of the effects sized here, thermal motion matters most. A rough beam divergence of $0.03^\circ$ shifts ions by $0.0003$ nm at the next atom, and that atom's own repulsion shifts them by $0.00002$ nm; both are small beside $R_c$. The sharp edge belongs to the classical static pair; diffraction rounds it even for fixed atoms, and at room temperature the model leaves only a partial shadow. Atoms deeper in the row are reached by ions deflected several times, which the pair model does not describe. Correlated vibrations, enhanced surface vibration and the reconstruction of a clean silicon surface, which moves atoms off the row, are also left out, and their effect on $P$ is not sized here.

At fixed $d$ and $\sigma$, $x$ varies as $1/E$ and would reach 1 near 0.19 MeV. There $b_0=\sigma=0.0108$ nm, more than half the screening length. A lower energy deepens the shadow, but the Coulomb radius (\ref{rc}) then becomes a poorer estimate and the screened map should be used. The numerical output lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
Ion and target charge numbers: 2, 14
Ion energy: 1.00 MeV
Atom spacing d: 0.543 nm
e^2/(4 pi eps0): 1.43996 eV nm
K = Z1 Z2 e^2: 40.319 eV nm
C = K d/E: 2.1893e-05 nm^2
Impact parameter at the edge b0: 0.00468 nm
Shadow-cone radius Rc: 0.00936 nm = 0.0936 angstrom
Deflection angle at b0: 8.617 mrad
Smallest R from trajectories: 0.00936 nm
Its relative deviation from Rc: 8.6e-07
Deviation of displacement at b0, fixed target: 7.4e-05
Deviation of displacement at b0, silicon: 1.7e-06
Deviation of displacement at b0, equal masses: -4.5e-04
Finite-d correction at b = 0.0655 nm, trajectory: 0.00355
Finite-d correction there, b^2/(4 d^2): 0.00364
R/Rc = 1.001: flux 11.2111, edge law 11.1803
R/Rc = 1.010: flux 3.6322, edge law 3.5355
R/Rc = 1.100: flux 1.4085, edge law 1.1180
R/Rc = 1.500: flux 1.0435, edge law 0.5000
R/Rc = 2.000: flux 1.0104, edge law 0.3536
Annulus 1.02-1.05 Rc: counted 2.1118, formula 2.1119
Annulus 1.10-1.20 Rc: counted 1.2691, formula 1.2692
Annulus 1.50-2.00 Rc: counted 1.0211, formula 1.0212
Annulus 2.00-3.00 Rc: counted 1.0042, formula 1.0042
Edge exponent of flux from trajectories: -0.4951
Collected edge area, trajectories/edge law: 1.0012
Thomas-Fermi screening length: 0.01944 nm
Screened/Coulomb deflection at b0: 0.8972
Screened cone radius: 0.00888 nm
Change of radius by screening: -5.14 %
Edge exponent of flux, screened: -0.4995
Edge coefficient f sqrt((R-R0)/R0), Coulomb: 0.3536
Edge coefficient, screened: 0.3852
Area deficit inside 0.5 nm / cone area, Coulomb: 0.5000
Area deficit inside 0.5 nm / cone area, screened: 0.00034
Temperature and rough Debye temperature: 300 K, 540 K
One-axis rms vibration u: 0.00761 nm
Relative displacement sigma: 0.01077 nm
sigma/Rc: 1.151
x = C/sigma^2: 0.1889
Second-atom encounter probability, formula: 0.7940
Second-atom encounter probability, trajectories: 0.7940
Second-atom encounter probability, screened: 0.8446
Second-atom encounter probability, Coulomb wave: 0.7940
Coulomb parameter eta = K/(hbar v): 8.821
Ion wavelength: 1.436e-05 nm
Wave density at R = Rc: 1.113
Highest wave density: 2.487 at R = 0.01008 nm
Distance of that peak from Rc: 0.00072 nm
Shift by 0.03 degree divergence: 2.84e-04 nm
Shift by next atom's own repulsion K/(2E): 2.02e-05 nm
Same shift from a trajectory at b0: 2.02e-05 nm
\end{verbatim}
